# Why a Film with 99 Percent Coverage Barely Lowers Limiting Current

## The result

A suppressor film that covers 99 percent of an electrode need not remove 99 percent of a diffusion-limited current. If the pinholes are fine and close enough together, it removes only a few percent. Let circular pinholes of radius $a$ sit on a square lattice of spacing $d$, under a stagnant diffusion layer of thickness $\delta$. For $a\ll d\ll\delta$ and fast reaction in the holes,

$$\frac{j}{j_{\rm bare}}=\frac{1}{1+L/\delta},\qquad L=\frac{d^2}{4a}-\frac{C\,d}{2\pi},\qquad C\approx3.90. \tag{1}$$

Both current densities refer to the total electrode area. The length $L$ is the extra diffusion path that the film imposes. The reactant must cross the whole layer whether the film is there or not, and it has to converge on the holes only in the last stretch, about one spacing thick. The film therefore adds a small resistance in series with a large one.

Two conditions limit this statement. First, the film is harmless when $L\ll\delta$, which is stricter than $d\ll\delta$ when less than about 7 percent of the surface is open. With the open fraction $\varepsilon=\pi a^2/d^2$, so that $a=d\sqrt{\varepsilon/\pi}$, equation (1) gives

$$\frac{L}{d}=\frac14\sqrt{\frac{\pi}{\varepsilon}}-\frac{C}{2\pi}. \tag{2}$$

At $\varepsilon=0.01$ this is $4.43-0.62=3.81$, so the spacing must be well below a quarter of the layer thickness. Equation (2) is meant for small $\varepsilon$: it underestimates $L$ by 2 percent at $\varepsilon=0.1$ and by 20 percent at $\varepsilon=0.3$. Second, diffusion must really be the limit. Under kinetic control the same film lowers the current about a hundredfold, and that is how the film of this model suppresses deposition. Real additives need not act as an inert film with fixed pinholes.

## Why the layer does not see the holes

Let $z$ be the distance from the electrode and $c$ the reactant concentration, with $c=c_0$ at $z=\delta$. In the steady state, without flow or migration inside the layer, $\nabla^2c=0$. No reactant enters the film, so $\partial c/\partial z=0$ there. In the holes $c=0$, which defines the diffusion limit.

Split $c$ into its lateral mean $\bar c(z)$ and a ripple with the period of the lattice. The mean obeys $\bar c''=0$. If $J$ is the molar flux to the electrode per unit total area, then $D\,\bar c'=J$ and

$$\bar c(0)=c_0-\frac{J\delta}{D}. \tag{3}$$

A ripple component with lateral wave number $G$ obeys $c_G''=G^2c_G$ and vanishes at $z=\delta$. Hence

$$c_G(z)=c_G(0)\,\frac{\sinh G(\delta-z)}{\sinh G\delta},\qquad \left|\frac{c_G(z)}{c_G(0)}\right|\le e^{-Gz}. \tag{4}$$

The smallest wave number of the square lattice is $2\pi/d$. One spacing above the film, each component has therefore fallen to at most $e^{-2\pi}\approx0.002$ of its surface value. Higher up, the concentration is uniform across the surface and the transport is that of a bare electrode.

The ripple does matter at the surface, because it makes the concentration in a hole lower than the mean. Let $J_G$ be the corresponding component of the surface flux. The slope of (4) at $z=0$ gives $J_G=-DG\coth(G\delta)\,c_G(0)$, or

$$c_G(0)=-\frac{J_G}{DG}\tanh(G\delta). \tag{5}$$

For $d\ll\delta$ the hyperbolic tangent is practically one. The ripple is then the same as if the liquid extended to infinity, and it can be found by adding the fields of separate holes.

## The cost of reaching one hole

A point sink of strength $I$ (moles per second) on an impermeable wall lowers the concentration by $I/(2\pi Dr)$ at distance $r$. Indeed, the flux density $I/(2\pi r^2)$ times the hemisphere area $2\pi r^2$ gives $I$.

For a disc-shaped hole we need a flux density that makes the deficit equal at all points of the disc. Take

$$f(r)=\frac{I}{2\pi a\sqrt{a^2-r^2}}. \tag{6}$$

Its total is $\int_0^a 2\pi r f\,dr=(I/a)\int_0^a r\,dr/\sqrt{a^2-r^2}=I$, as required. To find the deficit at a point $P$ of the disc, use polar coordinates centred on $P$. The area element $s\,ds\,d\theta$ cancels the factor $1/s$ of the sink field. What remains is an integral of $f$ along each chord through $P$, followed by an integral over chord directions from $0$ to $\pi$.

On a chord of half-length $h$, a point at distance $t$ from the midpoint has $a^2-r^2=h^2-t^2$. Since

$$\int_{-h}^{h}\frac{dt}{\sqrt{h^2-t^2}}=\pi$$

for any $h$, all chords contribute equally. The deficit is

$$\frac{1}{2\pi D}\,\frac{I}{2\pi a}\,\pi\cdot\pi=\frac{I}{4Da}, \tag{7}$$

the same at each point $P$. So (6) is the right profile for an isolated hole.

The deficit varies as $1/a$ and not as $1/a^2$. A small hole collects from a hemisphere of liquid around it, and its current is proportional to its radius rather than its area. This is why the open fraction alone does not determine the current.

## Neighbours and the total

Each hole drains one lattice cell, so $I=Jd^2$. The other holes lower the concentration too, but their average effect is already contained in the mean (3). We must therefore add the fields of all holes and subtract the field of a uniform sink of density $J$. This subtraction removes the component $G=0$ and leaves the ripple.

At the centre of one hole the neighbours contribute the deficit

$$\frac{I}{2\pi D}\left[\sum_{\mathbf R\ne0}\frac1R-\frac1{d^2}\int\frac{d^2r}{r}\right]=-\frac{C\,I}{2\pi D\,d}. \tag{8}$$

Sum and integral diverge separately, so both receive the same smooth cutoff. With lengths in units of $d$ and integer vectors $\mathbf n$,

$$C=\lim_{s\to\infty}\left[\pi^{3/2}s-\sum_{\mathbf n\ne0}\frac{e^{-n^2/s^2}}{n}\right]=3.900. \tag{9}$$

The first term is the integral $2\pi\int_0^\infty e^{-\rho^2/s^2}d\rho$. The sign in (8) is negative because the sheet has sinks right at the hole, where the neighbours have none.

The neighbour field is nearly constant across the hole. Its gradient vanishes at the centre by symmetry, and its curvature is of order $I/(Dd^3)$. The variation $Ia^2/(Dd^3)$ is smaller than (7) by a factor of order $(a/d)^3$.

Setting the concentration in the hole to zero, with (3), (7) and (8),

$$0=c_0-\frac{J\delta}{D}-\frac{Jd^2}{4Da}+\frac{C\,Jd}{2\pi D},$$

and therefore

$$J=\frac{Dc_0}{\delta+L}. \tag{10}$$

The bare electrode has $J=Dc_0/\delta$, and the quotient is (1).

Equations (3) and (10) also give the mean concentration at the film surface:

$$\frac{\bar c(0)}{c_0}=\frac{L}{\delta+L}. \tag{11}$$

When $L\ll\delta$, the liquid beside the film is almost as depleted as the liquid at a bare electrode. The gradient across the layer is then almost unchanged, and so is the current. The reactant that arrives above the film moves sideways to the nearest hole, and the flux density in the holes rises to $J/\varepsilon$.

## How large: a copper bath

Consider copper deposition from a high-acid sulfate bath, with rough typical values: 0.25 mol/L copper, 1.8 mol/L acid, $D=6\times10^{-10}$ m²/s and $\delta=50$ µm. The model film has $\varepsilon=0.01$ and $a=20$ nm. The spacing is

$$d=a\sqrt{\pi/\varepsilon}=20\ \text{nm}\times17.72=354.5\ \text{nm},$$

so the layer is 141 spacings thick. The two parts of $L$ are

$$\frac{d^2}{4a}=1.571\ \text{µm},\qquad \frac{Cd}{2\pi}=0.220\ \text{µm},\qquad L=1.351\ \text{µm}.$$

The current ratio is $1/(1+1.351/50)=0.974$. The film covers 99 percent of the metal and costs 2.6 percent of the limiting current. Without migration, the limit falls from 57.9 to 56.4 mA/cm². The mean current density inside the holes is a hundred times the latter, 5.64 A/cm².

A direct numerical solution of the diffusion equation, in a round cell with the same area as the square one, gives $L=1.352$ µm on the mesh used; the converged value for this cell is 1.350 µm. It puts the concentration at the film, at the outer rim of the cell, at 2.8 percent of the bulk value. Equation (11) gives a surface mean of 2.6 percent.

## Where it stops being true

At fixed coverage, $a$ and $d$ grow together and $L$ grows in proportion. The table holds $\varepsilon=0.01$ and $\delta=50$ µm fixed. The direct results are for the round cell.

| $a$ (µm) | $d$ (µm) | direct ratio | equation (1) |
|---|---|---|---|
| 0.02 | 0.35 | 0.974 | 0.974 |
| 0.2 | 3.5 | 0.787 | 0.787 |
| 2 | 35 | 0.270 | 0.270 |
| 20 | 354 | 0.038 | 0.036 |
| 200 | 3545 | 0.012 | 0.004 |

The third row shows why "closer than the layer thickness" is too weak a condition. The spacing is still below $\delta$, yet nearly three quarters of the current is lost. From $L=3.81\,d$, a 10 percent loss requires $L=\delta/9$, hence $d=1.46$ µm. A 50 percent loss requires $L=\delta$, hence $d=13.1$ µm.

In the last two rows $d$ exceeds $\delta$ and equation (1) no longer applies. Holes much wider than the layer act as separate bare electrodes with flux $Dc_0/\delta$, and the ratio tends to $\varepsilon$. At $a=200$ µm it is still 23 percent above $\varepsilon$. This is a plausible size for sideways supply at the rim of each hole: that supply reaches a strip of width comparable to $\delta$, and here $\delta/a=0.25$.

How a film closes also matters. To leading order $L\approx d^2/(4a)$. If holes of fixed radius become fewer, then $d^2=\pi a^2/\varepsilon$ and $L\approx\pi a/(4\varepsilon)$. If a fixed number of holes shrink, then $L\approx(d/4)\sqrt{\pi/\varepsilon}$. Reducing the open fraction a hundredfold raises $L$ a hundredfold in the first case and tenfold in the second.

## Why the film suppresses all the same

Let the reaction in the holes have a first-order rate constant $k$, so that the local flux density is $kc$. The mean flux density there is $J/\varepsilon$, which requires a mean concentration $J/(\varepsilon k)$ in the hole instead of zero. Adding this to the concentration balance gives

$$J\approx\frac{Dc_0}{\delta+L+D/(\varepsilon k)}. \tag{12}$$

The sign is approximate because the flux profile in the hole changes from (6) towards a uniform one as $k$ falls. The law was tested against direct solutions at $d=13.1$ µm, where $L=\delta$, for $D/(ka)=0.1$, 1 and 10. The largest error at these three values was 2.3 percent of the current; between them, near $D/(ka)=0.5$, it reaches about 2.6 percent.

For the bare electrode the denominator is $\delta+D/k$. Coverage multiplies the kinetic term by $1/\varepsilon=100$ but leaves the term $\delta$ alone. For the copper example, with the same $k$ on bare metal and in the holes:

| $k\delta/D$ | bare $j/j_{\rm lim}$ | covered $j/j_{\rm lim}$ | covered/bare |
|---|---|---|---|
| 0.1 | 0.091 | 0.0010 | 0.011 |
| 10 | 0.909 | 0.091 | 0.100 |
| $10^3$ | 0.999 | 0.887 | 0.888 |
| $10^5$ | 1.000 | 0.973 | 0.973 |

Here $j_{\rm lim}$ is the limiting current density of the bare electrode. When the bare surface runs at 9 percent of its limit, the film suppresses the current by a factor of about 90. At 91 percent of the limit the factor is 10, and deep in the limit the suppression is nearly gone. These figures neglect the back reaction. With the exchange current density of 10 mA/cm² used below, $k\delta/D$ is already 0.17 at equilibrium; with dissolution included, the factor at 9 percent of the limit is then 83.

The covered electrode needs a larger driving force to get there. Suppose $k$ grows as $\exp(\alpha F\eta/RT)$ with overpotential $\eta$ and $\alpha=0.5$. A hundredfold increase then costs

$$\frac{RT}{\alpha F}\ln100=0.0514\ \text{V}\times4.61=0.24\ \text{V}.$$

Take a rough exchange current density of 10 mA/cm² of open metal, and call the limit reached when the kinetic term is 1 percent of $\delta$. The bare surface then needs 0.33 V and the covered one 0.56 V. The latter means $k\approx12$ cm/s in the holes. The last row of the table means 120 cm/s, where $D/k=0.5$ nm is at the edge of the continuum description. A constant $\alpha$ over such a range is an assumption: if $\alpha$ falls with overpotential as in Marcus-type kinetics, the covered surface needs more, roughly 0.63 to 0.74 V for reorganization energies of 1.5 to 0.8 eV. In strong acid, hydrogen evolution becomes thermodynamically possible at a copper overpotential of roughly 0.3 V. It is slow on copper, however, and an inert film blocks it too. With a rough exchange current density of $10^{-7}$ to $10^{-5}$ A/cm² of open metal and a Tafel slope of 120 mV, it contributes at most about 0.02 mA/cm² at 0.56 V and under 1 mA/cm² at 0.75 V, so in this model it does not hide the plateau. A real film may not stay intact at such overpotentials.

## What the model leaves out

**Irregular positions.** Real pinholes do not form a lattice. For uncorrelated positions and equal currents, the other holes act on average like the uniform sheet. The neighbour term then drops out, and $L=d^2/(4a)=1.571$ µm. A calculation with 64 non-overlapping holes per periodic cell, each with profile (6) but free to take its own current, gives a mean of 1.499 µm over 30 random arrangements. The ratio falls from 0.974 to 0.971.

**Film thickness.** A hole through a film of thickness $h$ is a short pipe with concentration drop $Ih/(\pi a^2D)=Jh/(\varepsilon D)$. This estimate adds $h/\varepsilon$ to $L$, which is 0.20 µm for $h=2$ nm. It is too low, because the recess also flattens the rim-peaked profile (6) and so raises the entrance resistance. Solving the recessed hole gives 0.25 µm for $h=a/10$. With random positions the total becomes about 1.75 µm, and the loss is 3.4 percent.

**Migration.** The electric field changes both limiting currents by the same factor. In dilute-solution theory, the ions that do not react carry no flux and follow $c_i=c_{i0}e^{-z_i\phi}$, where $\phi$ is the potential in units of $RT/F$, zero in the bulk. Electroneutrality then makes the copper concentration a function $c(\phi)$, and the copper flux is proportional to

$$\nabla c+2c\nabla\phi=\nabla\Psi,\qquad \Psi=c(\phi)+2\int_0^\phi c\,d\phi'.$$

Conservation gives $\nabla^2\Psi=0$. The condition $c=0$ fixes one value of $\phi$, hence of $\Psi$, on the reacting surface. The problem for $\Psi$ is thus the old problem for $c$ with another overall difference, and the ratio (1) survives. With the acid treated as H⁺ and HSO₄⁻ and the sulfate of the copper salt left as SO₄²⁻, the common factor is 1.11, which raises the two limits to about 64 and 63 mA/cm². The factor depends on this split: it is 1.14 if all sulfate is bisulfate and 1.08 if 30 percent of the acid's bisulfate dissociates. In a test with only 0.1 mol/L acid and $d=13.1$ µm, migration raised the current by a factor of 1.55, while the ratio stayed at 0.500.

**Flow and small scales.** For a rough wall shear rate of 100 s⁻¹, the Péclet number $\dot\gamma d^2/D$ is 0.02, so flow hardly disturbs the convergence onto the holes. This holds for weak stirring only. A rotating disc fast enough to give $\delta=10$ µm has a wall shear rate near 5000 s⁻¹ at a radius of 2.5 mm, and the Péclet number is then about 1. The Debye length is about 0.2 nm, far below the 20 nm radius. For holes of molecular size, the continuum description would be doubtful.

**A growing deposit.** This is the assumption that plating breaks most clearly. With a molar volume of about 7 cm³/mol, 5.64 A/cm² deposits copper at about 2 µm/s, which fills a depth of 20 nm in some 10 ms. The holes do not keep their shape. If the deposit grows out as a hemisphere of radius $a$, (7) becomes $I/(2\pi Da)$, lower by the factor $2/\pi$. Then $L\approx1.00-0.22=0.78$ µm, and the loss is about 1.5 percent. If the suppressor re-adsorbs and the holes move about, the formula still holds provided that a hole lives longer than about $d^2/D=0.2$ ms, within which the ripple adjusts, and that $L$ is steady on average. A change of $L$ itself is followed more slowly, because the mean concentration relaxes over times from $L^2/D\approx3$ ms to $\delta^2/D\approx4$ s. After a sudden drop of $L$ from 1.35 to 0.78 µm the current is still 11 percent above its new steady value at 10 ms and 3 percent above it at 0.1 s.

The bath values are ordinary for high-acid copper plating. The hole size, the spacing and the sharp division into inert film and open metal are model choices. A real film may also leak, which would raise the current further.

## What to do about it

**Do not read coverage from a limiting current.** A plateau close to the bare value is compatible with 99 percent coverage. Coverage shows in the kinetic region, where for equal $k$ the current is nearly proportional to $\varepsilon$.

**Vary the layer thickness.** Equation (12) can be written, with $n$ electrons per ion, as

$$\frac1j=\frac{\delta+L+D/(\varepsilon k)}{nFDc_0}.$$

A plot of $1/j$ against $\delta$ has an intercept that contains $L$ as well as the kinetics. In the example, constriction alone imitates a rate constant $D/L=4.4\times10^{-4}$ m/s. A more negative potential shrinks the kinetic part but leaves a constriction length. That length is not quite constant: as the flux profile in the hole changes, it moves in the example from about 1.48 µm for slow reaction to 1.35 µm for fast reaction. This separation requires a film that does not change with stirring or potential, which has to be checked for each additive.

**Keep selective filling away from the diffusion limit.** Filling by additives relies on a difference in rate between suppressed and active surfaces. For wide, flat regions with the example's film and equal $k$, that difference is 80- to 90-fold at 9 percent of the bare limit and 10-fold at 91 percent. Stronger agitation thins the layer and helps to preserve it. Equation (1) assumes a flat electrode, so it does not apply directly inside a via or trench. If the via or trench is only about one spacing wide, the lateral averaging fails as well, and the individual holes must be resolved.

The values used here are collected in the numerical output below.

## Calculated quantities

```
open fraction eps = 0.01
pinhole radius a = 20 nm
pinhole spacing d = 354.5 nm
diffusion layer delta = 50 um
delta/d = 141
diffusivity D = 6.0e-10 m2/s
copper, acid = 0.25, 1.8 mol/L
temperature = 298.15 K
lattice constant C = 3.900
single-hole length d^2/(4a) = 1.571 um
neighbour term C d/(2 pi) = 0.220 um
constriction length L, formula = 1.351 um
L, direct solution (round cell) = 1.352 um
L, Fourier, square lattice = 1.351 um
L/d = 3.81
current ratio, formula = 0.9737
current ratio, direct = 0.9737
conc. at film, cell rim / bulk = 0.0278
ripple decay, direct = 19.0 1/um
ripple decay, round-cell theory = 19.2 1/um
ripple decay, square 2 pi/d = 17.7 1/um
bare limiting current = 57.9 mA/cm2
covered limiting current = 56.4 mA/cm2
mean current density in holes = 5.64 A/cm2
spacing for 10 percent loss = 1.46 um
spacing for 50 percent loss = 13.1 um
direct ratio at that spacing = 0.4997
a (um), d (um), direct ratio, formula ratio:
  0.02, 0.3545, 0.9737, 0.9737
  0.2, 3.545, 0.7871, 0.7873
  2, 35.45, 0.2699, 0.2702
  20, 354.5, 0.0383, 0.0357
  200, 3545, 0.0123, 0.0037
k delta/D, bare j/jlim, covered j/jlim, covered/bare:
  0.1, 0.0909, 0.00100, 0.0110
  10, 0.9091, 0.09069, 0.0998
  1000, 0.9990, 0.88730, 0.8882
  100000, 1.0000, 0.97275, 0.9728
largest error of kinetic law = 2.3 percent
L, random holes (mean of 30) = 1.499 um
current ratio, random holes = 0.9709
film thickness = 2 nm
added length film/eps = 0.20 um
ratio with film thickness = 0.9699
migration factor, both currents = 1.110
potential drop in layer = 2.85 mV
lean-acid test: migration factor = 1.552
lean-acid test: current ratio = 0.4997
shear rate (rough) = 100 1/s
Peclet number at spacing d = 0.021
Debye length = 0.18 nm
exchange current (rough) = 10 mA/cm2
transfer coefficient = 0.5
overpotential to limit, bare = 0.33 V
overpotential to limit, covered = 0.56 V
```
